\section*{The quantized trace of the circular injection rate in Weyl semimetals, part 2}

Circularly polarized light on a crystal of independent electrons, charge $q=-e$, lifts them from a lower band $v$ to an upper band $c$ and drives a current density $\mathbf j$ that grows linearly in time. The question is when the trace of its rate tensor $\beta$ is quantized. The field is $\mathbf E(t)=\mathbf E\,e^{-\mathrm i\omega t}+\mathbf E^*e^{\mathrm i\omega t}$; its resonant coupling is proportional to $\mathbf E\cdot\nabla H$. The algebra uses $\hbar=e=1$, and repeated Cartesian indices are summed. With gap $\varepsilon_{cv}=\varepsilon_c-\varepsilon_v>0$, Fermi occupations $f_n$ and $\mathbf r_{nn'}=\mathrm i\langle n|\nabla n'\rangle$ for $n\neq n'$, the rate is
\begin{equation}
\frac{dj_a}{dt}=2\pi q^3\sum_{v,c}\int\!\frac{d^3k}{(2\pi)^3}\,(f_v-f_c)\,\partial_a\varepsilon_{cv}\,|\mathbf E\cdot\mathbf r_{cv}|^2\,\delta(\varepsilon_{cv}-\omega),
\label{golden}
\end{equation}
The weight splits into the quantum metric $g_{bl}=\mathrm{Re}(r^b_{cv}r^{l*}_{cv})$ and the pair curvature:
\begin{equation}
\boldsymbol\Omega^{vc}=\mathrm i\,\mathbf r_{vc}\times\mathbf r_{cv},
\qquad
\epsilon_{blm}\Omega^{vc}_m=\mathrm i\,(r^b_{vc}r^l_{cv}-r^l_{vc}r^b_{cv})\equiv\Omega^{vc}_{bl}.
\label{pair}
\end{equation}
\begin{equation}
|\mathbf E\cdot\mathbf r_{cv}|^2=g_{bl}\,\mathrm{Re}(E_bE_l^*)+\frac{\mathrm i}{2}\,(\mathbf E\times\mathbf E^*)\cdot\boldsymbol\Omega^{vc}.
\label{split}
\end{equation}
The curvature term gives the circular rate
\begin{align}
\frac{dj_a}{dt}\Big|_{\rm circ}&=\beta_{ab}\,(\mathbf E\times\mathbf E^*)_b,\\
\beta_{ab}&=\mathrm i\pi q^3\sum_{v,c}\int\!\frac{d^3k}{(2\pi)^3}\,(f_v-f_c)\,\partial_a\varepsilon_{cv}\,\Omega^{vc}_b\,\delta(\varepsilon_{cv}-\omega).
\label{beta}
\end{align}
The Berry curvature of band $v$, with $\boldsymbol{\mathcal A}=\mathrm i\langle v|\nabla v\rangle$, is
\begin{equation}
\boldsymbol\Omega^v=\nabla\times\boldsymbol{\mathcal A}=\sum_{n\neq v}\boldsymbol\Omega^{vn}.
\label{sum}
\end{equation}
On the resonant surface $S_\omega$, where $\varepsilon_{cv}=\omega$, the unit normal $\hat{\boldsymbol\nu}$ points toward increasing gap. For one pair, $\beta_{ab}=\mathrm i q^3B_{ab}/4\pi$ with
\begin{equation}
B_{ab}=\frac1{2\pi}\int d^3k\,(f_v-f_c)\,\partial_a\varepsilon_{cv}\,\Omega^{vc}_b\,\delta(\varepsilon_{cv}-\omega)
=\frac1{2\pi}\int_{S_\omega}\!dS\,(f_v-f_c)\,\hat\nu_a\,\Omega^{vc}_b ,
\label{B}
\end{equation}
\begin{equation}
\mathrm{Tr}\,B=\frac1{2\pi}\int_{S_\omega}dS\,(f_v-f_c)\,\hat{\boldsymbol\nu}\cdot\boldsymbol\Omega^{vc}.
\label{flux}
\end{equation}
For two bands, $H=d_0+\mathbf d\cdot\boldsymbol\sigma$, $p=|\mathbf d|$, $\mathbf n=\mathbf d/p$, the energies are $d_0\mp p$ and
\begin{align}
g_{bl}&=\frac{\partial_b\mathbf d\cdot\partial_l\mathbf d-(\mathbf n\cdot\partial_b\mathbf d)(\mathbf n\cdot\partial_l\mathbf d)}{4p^2},\label{metric}\\
\Omega^{vc}_{bl}&=\mathrm i\,\frac{-2\mathrm i\,\mathbf n\cdot(\partial_b\mathbf d\times\partial_l\mathbf d)}{4p^2}=\frac{\mathbf d\cdot(\partial_b\mathbf d\times\partial_l\mathbf d)}{2p^3}.
\label{dform}
\end{align}
Equivalently, $\Omega^{vc}_{bl}=\tfrac12\mathbf n\cdot(\partial_b\mathbf n\times\partial_l\mathbf n)$. We now show why its flux through a closed surface is quantized. “The program” is the numerical check whose output closes the text.

Parametrize a closed surface by $(s,t)$, ordered so that $\partial_s\mathbf k\times\partial_t\mathbf k$ points along $\hat{\boldsymbol\nu}$. The flux element is $\epsilon_{mbl}\Omega_m\,\partial_sk_b\,\partial_tk_l\,ds\,dt=\Omega_{bl}\,\partial_sk_b\,\partial_tk_l\,ds\,dt$, and by the chain rule this is $\tfrac12\mathbf n\cdot(\partial_s\mathbf n\times\partial_t\mathbf n)\,ds\,dt$. The triple product is the signed area swept by $\mathbf n$ on the unit sphere. Changing variables to that sphere, the flux is $\tfrac12\int d\Omega_{\mathbf n}\,N(\mathbf n)$, where $N(\mathbf n)$ counts the points of the surface that map to the direction $\mathbf n$, each with the sign of the Jacobian. Directions with a preimage of zero Jacobian cover no area on the sphere and do not affect the integral. On a closed surface with $\mathbf d\neq0$, move $\mathbf n$ along a path that avoids the isolated exceptional directions, such as cusps and branch points. Preimages can then appear or disappear only at a fold of the map, where one of each sign is created or destroyed together. So $N$ is the same integer for all directions outside that set of zero area. Call it $C_v$. The flux is $\tfrac12\,4\pi C_v=2\pi C_v$, and $C_v$ is the Chern number of the lower band on that surface. An integer that varies continuously is constant, so $C_v$ does not change as the surface is deformed without meeting a zero of $\mathbf d$. In particular it does not change with $\omega$, as long as the resonant piece remains a closed surface around the same node and does not merge with another piece.

If $f_v-f_c=1$ on a closed piece of $S_\omega$ around one node and zero on all other pieces, then $\mathrm{Tr}\,B=C_v$ and $\mathrm{Tr}\,\beta=\mathrm i q^3C_v/4\pi$. To restore $\hbar$, note that the rate carries $2\pi/\hbar$ and the velocity $1/\hbar$, so \eqref{beta} gains $1/\hbar^2$, with $\delta(\varepsilon_{cv}-\hbar\omega)$, and $2\pi/[(2\pi)^3\hbar^2]=1/h^2$:
\begin{equation}
\mathrm{Tr}\,\beta=\frac{\mathrm i\pi q^3}{h^2}\,C_v=\mathrm i\,\beta_0\,C,\qquad \beta_0=\frac{\pi e^3}{h^2},\qquad C=-C_v .
\label{quant}
\end{equation}
For the full tensor, $\beta_{ab}=-\mathrm i\beta_0B_{ab}$ for electrons. In atomic units $\beta_0=\pi/(2\pi)^2=1/4\pi=0.079577$. With $h=4.135668$ eV\,fs, so that $h/e$ is in V\,fs, $\beta_0=\pi e/(h/e)^2=3.14159/17.1038=0.18368\ e/(\mathrm{V^2fs^2})$, which is $2.9429\times10^{10}$ A/(V$^2$s).

\medskip\noindent\textit{Q.} There is a minus sign in $C=-C_v$. Is that physics or a patch?

\medskip\noindent\textit{A.} It is the sign of $q^3=-e^3$. The form $\mathrm i\pi e^3C/h^2$ with $e>0$ holds for electrons when $C$ is the Chern number of the upper band, in the convention $\boldsymbol{\mathcal A}=\mathrm i\langle u|\nabla u\rangle$ with outward normal. For two bands \eqref{pair} gives $\boldsymbol\Omega^{cv}=-\boldsymbol\Omega^{vc}$, so the upper band indeed has $C=-C_v$.

The direction of the current is free of conventions and can be found directly. Take $\mathbf d=v\mathbf k$ with $v>0$, $d_0=0$, and the chemical potential at the node. Then $\mathbf n=\hat{\mathbf k}$ covers the sphere once, $C_v=+1$, and \eqref{metric} and \eqref{dform} give $g_{bl}=(\delta_{bl}-n_bn_l)/4k^2$ and $\boldsymbol\Omega^{vc}=\mathbf n/2k^2$. For $\sigma^+$ light about $z$, $\mathbf E=|E|(\hat{\mathbf x}+\mathrm i\hat{\mathbf y})/\sqrt2$, and $(\mathbf E\times\mathbf E^*)_z=E_xE_y^*-E_yE_x^*=\tfrac12|E|^2(-\mathrm i-\mathrm i)=-\mathrm i|E|^2$. The metric term of \eqref{split} is $\tfrac12|E|^2(g_{xx}+g_{yy})=|E|^2(1+n_z^2)/8k^2$ and the curvature term is $\tfrac{\mathrm i}2(-\mathrm i)|E|^2n_z/2k^2=|E|^2n_z/4k^2$. Their sum is
\begin{equation}
|\mathbf E\cdot\mathbf r_{cv}|^2=|E|^2\,\frac{(1+n_z)^2}{8k^2}.
\end{equation}
This is the spin selection rule. The coupling is proportional to $\sigma_x+\mathrm i\sigma_y$, which raises the spin. At $\mathbf k\parallel+z$ the lower state has spin down and the transition is allowed; at $\mathbf k\parallel-z$ the lower state has spin up and it is forbidden. Electrons are pushed toward $+z$, so the charge current points along $-z$. With $\partial_z\varepsilon_{cv}=2vn_z$ and $\int k^2dk\,\delta(2vk-\omega)/k^2=1/2v$, equation \eqref{golden} gives
\begin{equation}
\frac{dj_z}{dt}=\frac{q^3|E|^2}{4\pi^2}\cdot\frac{2v}{8}\cdot\frac1{2v}\cdot4\pi\,\langle n_z(1+n_z)^2\rangle=\frac{q^3|E|^2}{8\pi}\cdot\frac23=\frac{q^3|E|^2}{12\pi},
\end{equation}
where $\langle\cdot\rangle$ is the average over the unit sphere and only $2\langle n_z^2\rangle=2/3$ survives. This equals $\beta_{zz}(-\mathrm i|E|^2)$ with $\beta_{zz}=\mathrm iq^3/12\pi$, one third of the trace. The frequency drops out because the $k^2$ of the surface area cancels the $1/k^2$ of the squared matrix element.

\section{The components}

\noindent\textit{Q.} In that example each diagonal element is a third of the quantum. Is each element quantized?

\medskip\noindent\textit{A.} Not in general. For a node near which $\mathbf k\mapsto\mathbf p=\mathbf d(\mathbf k)$ is one to one, let $D_{ia}=\partial_ad_i$ and $\chi=\mathrm{sgn}\det D$. Then $\partial_a\varepsilon_{cv}=2n_iD_{ia}=2(D^T\mathbf n)_a$. From \eqref{dform}, $\Omega_b=\tfrac12\epsilon_{blm}\Omega_{lm}=(n_i/2p^2)\,\tfrac12\epsilon_{blm}\epsilon_{ijk}D_{jl}D_{km}$. The last factor is the cofactor of $D_{ib}$, equal to $\det D\,(D^{-1})_{bi}$, so $\Omega_b=\det D\,(D^{-1}\mathbf n)_b/2p^2$. With $d^3k=p^2dp\,d\Omega_{\mathbf n}/|\det D|$ and $\int dp\,\delta(2p-\omega)=\tfrac12$, equation \eqref{B} becomes
\begin{equation}
B_{ab}=\chi\,\big\langle(f_v-f_c)\,(D^T\mathbf n)_a\,(D^{-1}\mathbf n)_b\big\rangle,\qquad
\mathrm{Tr}\,B=\chi\,\langle f_v-f_c\rangle,
\label{Bsphere}
\end{equation}
evaluated at $p=\omega/2$. The trace follows from $\mathbf n^TDD^{-1}\mathbf n=1$. For such a simple node $C_v=\chi$.

If the node is linear, $D$ is a constant matrix, and with a full Pauli factor $\langle n_in_j\rangle=\delta_{ij}/3$ gives $B_{ab}=\chi D_{ia}(D^{-1})_{bi}/3=\chi\delta_{ab}/3$, however anisotropic the velocities are. The program tests this on a tilted node with a nonsymmetric $D$ of determinant $-7.288$ (eV\,\AA)$^3$ and finds $-0.333333$ for each diagonal element.

Band curvature can break the equality. Take $\mathbf d=v\,(k_x\zeta,k_y\zeta,k_z)$ with $\zeta=1+\lambda k_z$. The third column of $D$ is $v(\lambda k_x,\lambda k_y,1)$ and the third row is $v(0,0,1)$, so $(D^T\mathbf n)_z=v(\lambda k_xn_x+\lambda k_yn_y+n_z)$ and $(D^{-1}\mathbf n)_z=n_z/v$. On the resonant surface $k_z=pn_z/v$ and $k_x=pn_x/v\zeta$, with $\zeta=1+\eta n_z$ and $\eta=\lambda\omega/2v$. For $\eta<1$, where $\zeta>0$ on the surface,
\begin{equation}
B_{zz}=\frac13+\eta\,\Big\langle\frac{(1-n_z^2)\,n_z}{1+\eta n_z}\Big\rangle=\frac13-\sum_{s=1}^\infty\frac{2\eta^{2s}}{(2s+1)(2s+3)} .
\end{equation}
The series comes from expanding the denominator, keeping even powers of $n_z$, and using $\langle n_z^{2s}\rangle=1/(2s+1)$. For $v=2$ eV\,\AA, $\lambda=4$ \AA\ and $\hbar\omega=0.5$ eV, $\eta=4\times0.5/(2\times2)=0.5$ (printed as epsilon). The first term gives $1/3-2(0.25)/15=0.300000$ and the full integral $0.295837$. The surface integral built from diagonalized eigenvectors gives the diagonal $0.352082,\ 0.352082,\ 0.295837$ and the trace $1.000000$. The elements depend on $\omega$ and on the material parameter $\lambda$; their sum does not.

A node need not be simple. For $\mathbf d=(\alpha(k_x^2-k_y^2),2\alpha k_xk_y,vk_z)$ with $\alpha,v>0$, the azimuth of $\mathbf n$ is twice that of $\mathbf k$, every direction other than the two poles $\pm\hat{\mathbf z}$ is reached twice with positive sign, and $C_v=2$. The program finds $\mathrm{Tr}\,B=2.000000$ and tests it against a Chern number computed from products of eigenvector overlaps on a sphere.

\section{Where the quantization fails}

\noindent\textit{Q.} A crystal cannot have a single Weyl node. Does the partner not cancel everything?

\medskip\noindent\textit{A.} It cancels the trace unless it is switched off, at least in part; the separate elements of $B$ need not cancel when the bands are curved. The flux of $\boldsymbol\Omega^v$ through the boundary of the Brillouin zone vanishes, because opposite faces carry the same curvature and opposite normals, so the Chern numbers of all nodes of a two-band model sum to zero. If two opposite nodes are both fully active their contributions to \eqref{flux} cancel. The term $d_0(\mathbf k)$, absent from the gap and from the curvature, enters through $f_v-f_c$. If it places the nodes at different energies, there can be a range of $\omega$ in which both resonant states near one node are filled, or both empty, while near the other the lower is filled and the upper empty. A mirror symmetry forbids this, because it maps a node onto one at the same energy with reversed orientation and so opposite $C$. Time reversal does not: since $\boldsymbol\Omega$ and the outward normal are both odd, it maps a node onto one with the same $C$, and the active Chern numbers add.

\medskip\noindent\textit{Q.} And if the Pauli factor is not constant on the surface of the active node?

\medskip\noindent\textit{A.} Then \eqref{Bsphere} gives the trace as $\chi$ times the active fraction of the sphere of $\mathbf n$. For $\mathbf d=v\mathbf k$, $d_0=\kappa vk_z$, chemical potential zero and zero temperature, the lower state is filled if $\kappa n_z-1<0$ and the upper is empty if $\kappa n_z+1>0$. For $\kappa<1$ both always hold and the tilt is harmless. For $\kappa>1$ the active belt is $|n_z|<1/\kappa$, and since $n_z$ is uniformly distributed on $[-1,1]$, $\mathrm{Tr}\,B=1/\kappa$. For $\kappa=2$ the program gives $0.50$. At finite temperature $f_v-f_c<1$ everywhere, so the contribution of a simple active node falls below one in magnitude.

\medskip\noindent\textit{Q.} Real crystals have more than two bands. By your own equation \eqref{sum}, the flux in \eqref{flux} is then not a Chern number.

\medskip\noindent\textit{A.} Correct. The integer is the flux of $\boldsymbol\Omega^v$, and $\mathrm{Tr}\,B=C_v-\frac1{2\pi}\sum_{n\neq v,c}\oint d\mathbf S\cdot\boldsymbol\Omega^{vn}$. The size of the correction can be found in a model. Couple $h_2=v\mathbf k\cdot\boldsymbol\sigma$ to a flat third level at energy $\Delta$ through the column $w=u(k_z,\,k_x+\mathrm ik_y)^T=u\,\mathbf k\cdot\boldsymbol\sigma|\!\uparrow\rangle$. For $vk,uk\ll\Delta$ the third eigenvector is $|3'\rangle=|3\rangle+(\Delta-h_2)^{-1}w$, apart from a normalization term of second order in $k$ along $|3\rangle$ and terms of third order in the two low components. At leading order $\mathbf r_{v3}=\mathrm i\langle v|\nabla3'\rangle=\mathrm i(u/\Delta)\,\mathbf y$ with $\mathbf y=\langle v|\boldsymbol\sigma|\!\uparrow\rangle$, so $\boldsymbol\Omega^{v3}=\mathrm i(u/\Delta)^2\,\mathbf y\times\mathbf y^*$. With $|\!\uparrow\rangle\langle\uparrow\!|=(1+\sigma_z)/2$,
\begin{equation}
(\mathbf y\times\mathbf y^*)_m=\tfrac12\langle v|\,\epsilon_{mbl}\sigma_b\sigma_l+\epsilon_{mbl}\sigma_b\sigma_z\sigma_l\,|v\rangle .
\end{equation}
The first contraction is $2\mathrm i\sigma_m$. In the second, $\sigma_b\sigma_z=2\delta_{bz}-\sigma_z\sigma_b$ gives $2\epsilon_{mzl}\sigma_l-2\mathrm i\sigma_z\sigma_m$, and $\sigma_z\sigma_m=\delta_{zm}+\mathrm i\epsilon_{zml}\sigma_l$ turns this into $-2\mathrm i\delta_{zm}$, since $\epsilon_{mzl}+\epsilon_{zml}=0$. Hence $\mathbf y\times\mathbf y^*=-\mathrm i(\mathbf n+\hat{\mathbf z})$ and $\boldsymbol\Omega^{v3}=(u/\Delta)^2(\mathbf n+\hat{\mathbf z})$. The constant vector has no flux through a closed surface, and $\mathbf n$ gives $4\pi k^2$ with $k=\omega/2v$:
\begin{equation}
1-\mathrm{Tr}\,B=\frac{2k^2u^2}{\Delta^2}=\frac{u^2\omega^2}{2v^2\Delta^2}\qquad(\text{leading order in }\omega/\Delta).
\label{third}
\end{equation}
For $u=v=2$ eV\,\AA, $\Delta=2$ eV and $\hbar\omega=0.05$ eV this is $0.05^2/(2\times4)=3.125\times10^{-4}$. Diagonalization gives $3.125\times10^{-4}$ there and $1.250\times10^{-3}$ at $0.10$ eV, an exponent of $2.000$, while the flux of the full band curvature is tested to stay at one.

\medskip\noindent\textit{Q.} Four matching figures from a leading-order formula, with $\hbar\omega/\Delta$ of a few percent, looks too good.

\medskip\noindent\textit{A.} In this model the relative correction of first order in $\omega/\Delta$ vanishes. The terms omitted from $|3'\rangle$ do not enter at this order: the normalization term $-(w^\dagger w/2\Delta^2)|3\rangle$ has a gradient of first order in $k$, but it lies along $|3\rangle$, on which the lower state has an amplitude of first order in $k$, and the omitted terms in the two low components are of third order in $k$. Two possible sources remain. The first is the matrix element. The gradient of $(\Delta-h_2)^{-1}w$ is $(\Delta-h_2)^{-1}\nabla w+(\Delta-h_2)^{-1}(\nabla h_2)(\Delta-h_2)^{-1}w$. Acting on $\langle v|$, the first term gives $uy_b/(\Delta+vk)\simeq(uy_b/\Delta)(1-vk/\Delta)$. The second gives $(uvk/\Delta^2)\langle v|\sigma_b\,\mathbf n\cdot\boldsymbol\sigma|\!\uparrow\rangle$. The flux involves only components $b$ tangent to the sphere, for which $\sigma_b$ anticommutes with $\mathbf n\cdot\boldsymbol\sigma$, and $\langle v|\mathbf n\cdot\boldsymbol\sigma=-\langle v|$, so this term is $+(uvk/\Delta^2)y_b$ and cancels the first correction. The second source is the distortion of the two low bands by the term $-ww^\dagger/\Delta$, which adds to $\mathbf d$ a part quadratic in $\mathbf k$, so that $D=v\mathbb 1$ plus a part linear in $\mathbf k$. By the change of variables used for \eqref{Bsphere}, the flux of $\mathbf n$ is $\int d^3k\,\delta(2p-\omega)\,2\,\mathbf n^TD\mathbf n=4\pi p^2\langle\mathbf n^TD\mathbf n/\det D\rangle$. Its first-order change is odd in $\mathbf n$ and averages to zero. What remains is of second order in $\omega/\Delta$ relative to \eqref{third}. The program asserts only agreement within 10\% of \eqref{third} and an exponent within $0.15$ of 2; the closer match is read from the output.

The statement \eqref{quant} is therefore exact for two bands, a closed resonant surface around the node, a Pauli factor equal to one on it, and no contribution from any other piece of $S_\omega$: each other piece must be fully blocked, or have Chern number zero and a constant Pauli factor. The absence of a second active node is not enough, because a resonant piece around a gapped valley, though it encloses no node, adds a fractional flux to \eqref{flux} when it is only partly blocked. It was derived for independent electrons, and nothing above shows that it survives electron--electron interaction or scattering that broadens the resonance across the edges of the allowed frequency range.

For independent electrons in two bands, the trace is fixed by the Chern number of the active node when its resonant surface is closed and fully active and no other resonant piece contributes; the separate components are not quantized in general. What remains is to show a periodic model in which these conditions hold with both nodes present, and to check the prefactor independently.
